**Resistivity crossing of diffuse-wall Cu and Ru square wires**

The program compares the wide-wire law $\rho=\rho_0+\tfrac34 a/w$ with the full classical Boltzmann result $\rho=\rho_0/S(w/\lambda)$. Here $w$ is the side of the wire, $\rho_0$ the bulk resistivity, $\lambda$ the mean free path, $a=\rho_0\lambda$, and $S$ the ratio of wire to bulk conductivity. It asserts that the trajectory solution satisfies its differential equation and that the quadrature for $S$ agrees with a random free-flight simulation at three values of $w/\lambda$. It also asserts the wide-wire coefficient $3/4$, the narrow-wire coefficient $B$, and the closed crossing formula against a root search. A scan from 0.1 to 200 nm must show one sign change of the full resistivity difference. The output places the crossing at 1.91 nm in the wide-wire law and 2.13 nm in the full solution. Changing $a$ of Cu by 5 percent moves either crossing by more than 10 percent, which is also asserted.

## Check in Python

```python
"""
Result under test: barrierless square Cu and Ru wires with diffuse walls have
equal resistivity at a side w near 2 nm, both in the wide-wire law
    rho = rho0 + (3/4) * a / w,        a = rho0 * lambda,
and in the full classical Boltzmann solution rho = rho0 / S(w / lambda).
rho0: bulk resistivity (microohm cm); lambda: mean free path (nm);
a: their product (microohm cm nm); S: wire conductivity / bulk conductivity.
Spherical Fermi surface, no grain boundaries, no quantization of subbands.
"""
import numpy as np
from scipy.optimize import brentq

OHM_M2_TO_UOHMCM_NM = 1e17
rho_cu, rho_ru = 1.68, 7.8
a_cu = 6.7e-16 * OHM_M2_TO_UOHMCM_NM
a_ru = 5.14e-16 * OHM_M2_TO_UOHMCM_NM
lam_cu, lam_ru = a_cu / rho_cu, a_ru / rho_ru

# Quadrature nodes: in-plane angle phi in (0, pi/4), polar angle theta in
# (0, pi/2), with theta nodes crowded towards the wire axis.
node_p, weight_p = np.polynomial.legendre.leggauss(32)
phi = (node_p + 1) * np.pi / 8
weight_phi = weight_p * np.pi / 8
node_t, weight_t = np.polynomial.legendre.leggauss(240)
u = (node_t + 1) / 2
theta = np.pi / 2 * u**3
weight_theta = weight_t / 2 * np.pi / 2 * 3 * u**2


def conductivity_ratio(k):
    """S for a square wire with side / mean free path = k, from chords."""
    c, s = np.cos(phi)[:, None], np.sin(phi)[:, None]
    chord = 1 / c
    mu = np.sin(theta)[None, :] / k
    lost = -np.expm1(-chord / mu)
    middle = (c - s) * (chord - mu * lost)
    corners = 2 * s * c * (chord**2 / 2 - mu * chord + mu**2 * lost)
    angular = weight_theta * np.sin(theta) * np.cos(theta)**2
    return 12 / np.pi * (weight_phi @ (middle + corners) @ angular)


def rho_full(w, rho0, a):
    return rho0 / conductivity_ratio(w * rho0 / a)


def rho_linear(w, rho0, a):
    return rho0 + 0.75 * a / w


def wall_distance(x, y, dx, dy):
    """In-plane distance from (x, y) to the unit-square wall along (dx, dy)."""
    tx = np.where(dx > 0, 1 - x, x) / np.abs(dx)
    ty = np.where(dy > 0, 1 - y, y) / np.abs(dy)
    return np.minimum(tx, ty)


# Trajectory solution: lambda dg/ds + g = 1, by central differences.
rng = np.random.default_rng(12345)
x, y = rng.uniform(0.1, 0.9, (2, 500))
angle = rng.uniform(0, 2 * np.pi, 500)
sin_t = rng.uniform(0.1, 1, 500)
dx, dy = np.cos(angle), np.sin(angle)
k_test, h = 0.7, 1e-5


def response(px, py):
    return 1 - np.exp(-k_test * wall_distance(px, py, -dx, -dy) / sin_t)


slope = (response(x + h * dx, y + h * dy)
         - response(x - h * dx, y - h * dy)) / (2 * h)
residual = sin_t * slope / k_test + response(x, y) - 1
assert np.max(np.abs(residual)) < 1e-6

# Free-flight simulation: each flight ends in the bulk or at a wall.
simulation = []
for k in (0.05, 0.33, 2.0):
    n = 1_000_000
    x, y = rng.random((2, n))
    angle = rng.uniform(0, 2 * np.pi, n)
    cos_t = rng.uniform(-1, 1, n)
    reach = wall_distance(x, y, np.cos(angle), np.sin(angle))
    reach = reach / np.sqrt(1 - cos_t**2)
    flight = np.minimum(rng.exponential(1 / k, n), reach)
    sample = 3 * cos_t**2 * flight * k
    mean, error = sample.mean(), sample.std() / np.sqrt(n)
    exact = conductivity_ratio(k)
    assert abs(mean - exact) < 5 * error      # statistical tolerance
    assert error / exact < 0.01
    simulation.append((k, exact, mean, error))

# Wide-wire coefficient 3/4 and narrow-wire coefficient B.
k_wide = 1000.0
wide = k_wide * (1 / conductivity_ratio(k_wide) - 1)
assert abs(wide - 0.75) < 1e-3                # next term is of order 1/k
B = (3 * np.arcsinh(1) - np.sqrt(2) + 1) / 2
narrow = conductivity_ratio(1e-3) / 1e-3
narrow_coarse = conductivity_ratio(1e-2) / 1e-2
assert abs(narrow / B - 1) < 5e-3             # next term is k log(1/k)
assert abs(narrow / B - 1) < 0.25 * abs(narrow_coarse / B - 1)


def crossing(model, product_cu):
    return brentq(lambda w: model(w, rho_cu, product_cu)
                  - model(w, rho_ru, a_ru), 0.05, 30)


# Crossing of the wide-wire laws: closed forms against a root search.
w_lin = 0.75 * (a_cu - a_ru) / (rho_ru - rho_cu)
rho_common = (rho_ru * a_cu - rho_cu * a_ru) / (a_cu - a_ru)
assert abs(crossing(rho_linear, a_cu) - w_lin) < 1e-8
assert abs(rho_linear(w_lin, rho_cu, a_cu) - rho_common) < 1e-8

# Crossing of the full solutions, unique over the scanned widths.
w_full = crossing(rho_full, a_cu)
scan = np.geomspace(0.1, 200, 150)
difference = np.array([rho_full(w, rho_cu, a_cu) - rho_full(w, rho_ru, a_ru)
                       for w in scan])
assert np.count_nonzero(np.diff(np.sign(difference))) == 1
assert difference[0] > 0 and difference[-1] < 0
assert abs(w_lin - 2) < 0.3 and abs(w_full - 2) < 0.3

rho_at_full = rho_full(w_full, rho_cu, a_cu)
low_cu = 1 - rho_linear(w_full, rho_cu, a_cu) / rho_at_full
low_ru = 1 - rho_linear(w_full, rho_ru, a_ru) / rho_at_full
assert low_cu > 0.05 and low_ru > 0.05        # linear law is low for both
assert abs(low_cu - low_ru) < 0.3 * low_cu    # and by similar fractions

shifted = {}
for factor in (0.95, 1.05):
    shifted[factor] = (crossing(rho_linear, factor * a_cu),
                       crossing(rho_full, factor * a_cu))
    for moved, base in zip(shifted[factor], (w_lin, w_full)):
        assert abs(moved / base - 1) > 0.10

# Resistance per length: microohm cm / nm^2 = 1e10 ohm/m = 10 kiloohm/um.
def line_resistance(rho, w):
    return rho * 1e-8 / (w * 1e-9)**2 * 1e-6 / 1e3


print(f"Bulk resistivity Cu, Ru: {rho_cu:.2f}, {rho_ru:.2f} microohm cm")
print(f"rho0 lambda Cu, Ru: {a_cu:.1f}, {a_ru:.1f} microohm cm nm")
print(f"Mean free path Cu, Ru: {lam_cu:.2f}, {lam_ru:.2f} nm")
print(f"Difference of rho0 lambda: {a_cu - a_ru:.1f} microohm cm nm")
print(f"Difference of bulk resistivity: {rho_ru - rho_cu:.2f} microohm cm")
print(f"Largest residual of trajectory equation: {np.max(abs(residual)):.1e}")
print("k = w/lambda, S quadrature, S simulation, standard error:")
for k, exact, mean, error in simulation:
    print(f"  {k:.2f}  {exact:.5f}  {mean:.5f}  {error:.5f}")
print(f"Wide-wire coefficient at k = 1000: {wide:.4f}")
print(f"Narrow-wire B, closed form: {B:.5f}; 1/B: {1 / B:.4f}")
print(f"S/k at k = 0.01 and 0.001: {narrow_coarse:.4f}, {narrow:.4f}")
print(f"Crossing width, linear law: {w_lin:.3f} nm")
print(f"Common resistivity, linear law: {rho_common:.2f} microohm cm")
print(f"Resistance per length, linear law: "
      f"{line_resistance(rho_common, w_lin):.1f} kiloohm/um")
print(f"w/lambda at linear crossing Cu, Ru: "
      f"{w_lin / lam_cu:.4f}, {w_lin / lam_ru:.4f}")
print(f"Crossing width, full solution: {w_full:.3f} nm")
print(f"Common resistivity, full solution: {rho_at_full:.2f} microohm cm")
print(f"Resistance per length, full solution: "
      f"{line_resistance(rho_at_full, w_full):.1f} kiloohm/um")
print(f"w/lambda at full crossing Cu, Ru: "
      f"{w_full / lam_cu:.4f}, {w_full / lam_ru:.4f}")
print(f"Linear law too low at full crossing Cu, Ru: "
      f"{100 * low_cu:.1f}, {100 * low_ru:.1f} percent")
for factor, (lin, full) in shifted.items():
    print(f"Cu rho0 lambda times {factor:.2f}: crossing linear {lin:.2f} nm, "
          f"full {full:.2f} nm")
print("w (nm); linear Cu, Ru; full Cu, Ru (microohm cm):")
for w in (1.0, 2.0, 3.0, 5.0, 10.0, 20.0):
    print(f"  {w:4.0f}  {rho_linear(w, rho_cu, a_cu):6.2f} "
          f"{rho_linear(w, rho_ru, a_ru):6.2f}  "
          f"{rho_full(w, rho_cu, a_cu):6.2f} {rho_full(w, rho_ru, a_ru):6.2f}")
print("verified")
```

Running it gives:

```
Bulk resistivity Cu, Ru: 1.68, 7.80 microohm cm
rho0 lambda Cu, Ru: 67.0, 51.4 microohm cm nm
Mean free path Cu, Ru: 39.88, 6.59 nm
Difference of rho0 lambda: 15.6 microohm cm nm
Difference of bulk resistivity: 6.12 microohm cm
Largest residual of trajectory equation: 1.4e-10
k = w/lambda, S quadrature, S simulation, standard error:
  0.05  0.05105  0.05087  0.00013
  0.33  0.25599  0.25606  0.00051
  2.00  0.69369  0.69455  0.00118
Wide-wire coefficient at k = 1000: 0.7503
Narrow-wire B, closed form: 1.11495; 1/B: 0.8969
S/k at k = 0.01 and 0.001: 1.0885, 1.1112
Crossing width, linear law: 1.912 nm
Common resistivity, linear law: 27.96 microohm cm
Resistance per length, linear law: 76.5 kiloohm/um
w/lambda at linear crossing Cu, Ru: 0.0479, 0.2901
Crossing width, full solution: 2.134 nm
Common resistivity, full solution: 30.90 microohm cm
Resistance per length, full solution: 67.9 kiloohm/um
w/lambda at full crossing Cu, Ru: 0.0535, 0.3238
Linear law too low at full crossing Cu, Ru: 18.4, 16.3 percent
Cu rho0 lambda times 0.95: crossing linear 1.50 nm, full 1.60 nm
Cu rho0 lambda times 1.05: crossing linear 2.32 nm, full 2.68 nm
w (nm); linear Cu, Ru; full Cu, Ru (microohm cm):
     1   51.93  46.35   63.23  56.65
     2   26.80  27.07   32.82  32.44
     3   18.43  20.65   22.61  24.21
     5   11.73  15.51   14.37  17.52
    10    6.71  11.65    8.10  12.45
    20    4.19   9.73    4.88   9.98
verified
```
